# Free-Electron Sharvin Limit for the Specific Resistance of a Copper Contact

## Question

Two large pieces of copper meet through a copper contact of area \(A\). Suppose the contact is as good as it can be: no foreign layer, no defects, and a length much shorter than the mean free path. How small can the product of resistance and area still be, and how does this limit scale with electron density, contact width and contact length?

## Answer

### Which resistance is meant

The two pieces of copper act as reservoirs with electrochemical potentials \(\mu_L\) and \(\mu_R\). The two-terminal resistance \(R\) is the voltage \((\mu_L-\mu_R)/e\) divided by the magnitude of the current. The specific resistance is \(r=RA\).

The estimate treats the conduction electrons as independent and free, with two spin states and a spherical Fermi surface. The bias is small, scattering is elastic, and the contact is many Fermi wavelengths wide. Hartree atomic units are used, so \(\hbar=m=e=1\) and \(h=2\pi\). The electron charge is negative, so the electric current runs opposite to the particle current. This sign does not affect the positive ratio \(R\), and particle currents are used below.

### The current that a perfect contact carries

In a perfect contact, electrons moving to the right come from the left reservoir and carry its Fermi function \(f(\varepsilon-\mu_L)\). Those moving to the left carry \(f(\varepsilon-\mu_R)\). If \(\Phi(\mu)\) is the one-way flux per area from a reservoir, the net particle current density is

\[
J=\Phi(\mu_L)-\Phi(\mu_R),\qquad
\Phi(\mu)=2\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,f(\varepsilon-\mu).
\]

The factor 2 counts spin. With \(v_z=k\cos\theta\) and \(c=\cos\theta\), the azimuthal integral gives \(2\pi\), and the forward directions are \(0<c<1\):

\[
\Phi=\frac{2\cdot2\pi}{8\pi^3}\int_0^1 c\,dc\int_0^\infty k^3 f\,dk
=\frac{1}{2\pi^2}\cdot\frac12\int_0^\infty k^3f\,dk .
\]

Since \(\varepsilon=k^2/2\), we have \(k\,dk=d\varepsilon\) and \(k^2=2\varepsilon\). Hence

\[
\Phi(\mu)=\frac{1}{2\pi^2}\int_0^\infty\varepsilon f(\varepsilon-\mu)\,d\varepsilon .
\]

For a small bias, the conductance per area is \(d\Phi/d\mu\). Using \(\partial f/\partial\mu=-\partial f/\partial\varepsilon\) and integrating by parts, where the boundary terms vanish, gives

\[
\frac{G}{A}=\frac{1}{2\pi^2}\int_0^\infty f\,d\varepsilon
=\frac{1}{2\pi^2}\left[\mu+k_BT\ln\!\left(1+e^{-\mu/k_BT}\right)\right].
\]

The second term is exponentially small in a metal, where \(k_BT\ll\mu\). At fixed chemical potential, temperature therefore has a negligible direct effect on the ballistic result. Setting \(\mu=k_F^2/2\) gives the Sharvin value

\[
\frac{G}{A}=\frac{k_F^2}{4\pi^2},\qquad
r_S=\frac{4\pi^2}{k_F^2}.
\]

In ordinary units, \(h/(2e^2)\) replaces its atomic-unit value \(\pi\):

\[
r_S=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2}.
\]

### Why a perfect conductor has resistance

The same result follows from counting transverse modes. A state with transverse wave vector \(\mathbf k_\parallel\) can propagate at the Fermi energy if \(|\mathbf k_\parallel|<k_F\). The allowed values have density \(A/(2\pi)^2\), so their number is

\[
N=\frac{A}{(2\pi)^2}\,\pi k_F^2=\frac{Ak_F^2}{4\pi}.
\]

In one mode, the flux from a reservoir is \(2\int (dk_z/2\pi)\,v_zf\). Because \(v_z\,dk_z=d\varepsilon\), the velocity cancels the one-dimensional density of states. An energy window \(\mu_L-\mu_R\) then carries the current \((\mu_L-\mu_R)/\pi\). Each mode has conductance \(1/\pi\), or \(2e^2/h\), and \(N/(\pi A)\) reproduces \(k_F^2/(4\pi^2)\).

The resistance is finite because a finite area offers a finite number of modes. No collision inside the contact is needed. The energy supplied by the voltage is dissipated in the reservoirs, where the electrons relax.

### Why this is a lower limit

Scattering can send electrons back. For a straight conductor with \(N\) open modes at each end, let \(t\) be the matrix of transmission amplitudes and \(\rho_{\rm refl}\) the matrix of reflection amplitudes for electrons arriving from the left, both normalized to unit flux. The incoming modes are filled independently, so

\[
G=\frac{1}{\pi}\,\mathrm{Tr}\,t^\dagger t=\frac1\pi\sum_{i=1}^{N}T_i ,
\]

where \(T_i\) are the eigenvalues of \(t^\dagger t\). Current conservation requires

\[
t^\dagger t+\rho_{\rm refl}^\dagger\rho_{\rm refl}=1 .
\]

Neither term on the left has a negative eigenvalue, so \(0\le T_i\le1\). It follows that

\[
G\le\frac N\pi,\qquad r=\frac AG\ge\frac{\pi A}{N}=r_S ,
\]

where the last equality uses the area law for \(N\).

A semiclassical argument extends this to a constriction between wider bodies. At zero temperature, in the energy window between \(\mu_R\) and \(\mu_L\), the left reservoir emits filled states and the right reservoir emits empty ones. Elastic scattering can mix these occupations, but the result stays between 0 and 1. The net current through the contact plane is largest when every forward state is filled and every backward state is empty, which is the perfect contact.

A small lattice wire with 10 open modes illustrates the bound. Without disorder its total transmission is 10.000000. With random site energies in the wire, 20 samples have a mean of 6.3 and a largest value of 6.8. In the tests no transmission eigenvalue exceeds one beyond rounding error.

### The size for copper

Copper is face-centred cubic, with four atoms in a cube of side \(a\). One conduction electron per atom gives \(n=4/a^3\). Filling a sphere with two spin states per wave vector requires

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad
k_F=(3\pi^2n)^{1/3}=\frac{(12\pi^2)^{1/3}}{a}.
\]

The rough lattice constant 3.6 angstrom is 6.8030 bohr. The density is \(4/6.8030^3=0.0127\) bohr\(^{-3}\), and \(k_F=0.7219\) bohr\(^{-1}\). Then

\[
r_S=\frac{4\pi^2}{0.7219^2}=75.76\ \text{atomic units}.
\]

One atomic unit of specific resistance is \(1.15042\times10^{-13}\ \Omega\,\mathrm{cm}^2\), so

\[
r_S=75.76\times1.15042\times10^{-13}\ \Omega\,\mathrm{cm}^2
=8.72\times10^{-12}\ \Omega\,\mathrm{cm}^2 .
\]

The Sharvin lower limit is therefore about \(9\times10^{-12}\ \Omega\,\mathrm{cm}^2\). The direct flux integral at 300 K also gives 75.76 atomic units.

### Scaling with density and area

Substituting \(k_F\) shows how the material enters:

\[
r_S=\frac{4\pi^2a^2}{(12\pi^2)^{2/3}}
=\frac{4\pi^2}{(3\pi^2n)^{2/3}} .
\]

The specific limit falls as \(n^{-2/3}\): doubling the density multiplies it by \(2^{-2/3}\approx0.63\). At a fixed number of electrons per atom it grows as \(a^2\). A lattice constant larger by 1 per cent thus raises \(r_S\) by about 2 per cent, to \(8.89\times10^{-12}\ \Omega\,\mathrm{cm}^2\).

The resistance itself is \(R=r_S/A\). For a square contact 10 nm wide, \(A=(10^{-6}\,\mathrm{cm})^2=10^{-12}\,\mathrm{cm}^2\), and the area law gives \(R=8.72\ \Omega\). Halving the width multiplies this resistance by four, as long as the area law holds.

### The correction for a narrow contact

The area law ignores the side walls. In a square contact of width \(W\) with impenetrable walls, the transverse wave numbers are \(\pi m/W\) and \(\pi l/W\), with positive integers \(m\) and \(l\). Open modes satisfy

\[
m^2+l^2<q^2,\qquad q=\frac{k_FW}{\pi}.
\]

A full disc of radius \(q\) contains about \(\pi q^2\) integer points. They comprise four quadrants with \(N\) points each, four half-axes with about \(q\) points each, and the origin. To the first two orders in \(q\),

\[
\pi q^2\simeq4N+4q
\quad\Longrightarrow\quad
N\simeq\frac{\pi q^2}{4}-q
=\frac{W^2k_F^2}{4\pi}-\frac{k_FW}{\pi}.
\]

The subtracted term \(q\) is one quadrant's share of the points with \(m=0\) or \(l=0\), whose standing waves would vanish everywhere. Each half-axis borders two quadrants, so half of its points are assigned to each. Relative to the area term, the loss is

\[
\frac{k_FW/\pi}{W^2k_F^2/(4\pi)}=\frac{4}{k_FW}.
\]

To first order in this small ratio, the specific resistance becomes \(r_S[1+4/(k_FW)]\). The wall correction therefore scales as \(1/W\).

For \(W=10\) nm the area law gives 1480.8 modes and the wall term removes 43.4, leaving about 1437. The explicit count is 1444. The remaining difference, about 0.5 per cent of the count, arises because the number of integer points changes in steps while the estimate is smooth. The resistance from the count is

\[
R=\frac{12906.4\ \Omega}{1444}=8.94\ \Omega ,
\]

which is 2.5 per cent above the area-law value. This figure depends on where the steps fall. Here \(q^2\approx1885.4\) lies just above 1885, where eight modes open together. A lattice constant of 3.601 angstrom closes them, giving 1436 modes and an excess of 3.1 per cent. The smooth estimate \(4/(k_FW)\approx2.9\) per cent is the more typical size. For a contact ten times wider, a test confirms that the explicit count agrees with the area law within 0.4 per cent.

This correction assumes that \(k_F\) keeps its bulk value and that the electrons stop at the stated walls. It also assumes that every open mode is fully transmitted and that closed modes carry nothing. At an abrupt junction with wider bodies the open modes are partly reflected, and through a very short opening closed modes add a tunnelling current, so the count gives the size of the correction and not its exact value. A self-consistent surface potential would change it. Near a width of 1 nm, where the area law gives about 15 modes, a smooth expression in \(W\) is no longer reliable.

### When contact length matters

The Sharvin limit can be compared with bulk resistivity \(\rho\). Let \(\lambda\) be the mean free path and \(\tau=\lambda/v\) the relaxation time. A steady force \(F\) along \(z\) changes the occupation by \(\delta f\), where

\[
F\frac{\partial f}{\partial k_z}=-\frac{\delta f}{\tau},
\qquad
\delta f=F\tau v_z\left(-\frac{\partial f}{\partial\varepsilon}\right).
\]

The second relation uses \(\partial f/\partial k_z=v_z\,\partial f/\partial\varepsilon\). Multiplying \(\delta f\) by \(v_z\), summing over states and dividing by \(F\) gives the conductivity:

\[
\sigma=2\int\frac{d^3k}{(2\pi)^3}\,v_z^2\,\frac{\lambda}{k}
\left(-\frac{\partial f}{\partial\varepsilon}\right).
\]

Here \(v=k\) was used. The integral of \(c^2\) over \(-1<c<1\) is \(2/3\), so

\[
\sigma=\frac{\lambda}{2\pi^2}\cdot\frac23
\int_0^\infty k^3\left(-\frac{\partial f}{\partial\varepsilon}\right)dk
=\frac{k_F^2\lambda}{3\pi^2}.
\]

The last step uses \(k^3dk=k^2d\varepsilon\) and the narrow peak of \(-\partial f/\partial\varepsilon\) at the Fermi energy. With \(\rho=1/\sigma\),

\[
\frac{r_S}{\rho}=\frac{4\pi^2}{k_F^2}\,\frac{k_F^2\lambda}{3\pi^2}
=\frac43\lambda .
\]

The limit equals the resistance of a bulk column of the same area and length \(4\lambda/3\). With a rough room-temperature resistivity of \(1.7\times10^{-6}\ \Omega\,\mathrm{cm}\), this length is

\[
\frac{8.72\times10^{-12}\ \Omega\,\mathrm{cm}^2}{1.7\times10^{-6}\ \Omega\,\mathrm{cm}}
=5.1\times10^{-6}\ \mathrm{cm},
\]

or 51 nm. The implied mean free path is three quarters of this, about 38 nm.

For a contact of length \(L\), the estimate \(r\approx r_S+\rho L\) joins the ballistic limit \(L\ll\lambda\) to the leading behaviour for \(L\gg\lambda\). Between them it is an interpolation, not a derived law. It indicates that the ballistic and bulk parts are comparable when \(L\) is near 50 nm. In a narrow contact, \(\rho\) must also include scattering from walls and grain boundaries.

Width can end the ballistic regime as well. A short opening of width \(W\) between two diffusive bodies has a spreading resistance of order \(\rho/W\), since \(\rho\) and \(W\) are the only quantities available to form it. Its ratio to the Sharvin resistance is of order

\[
\frac{\rho/W}{r_S/W^2}=\frac{\rho W}{r_S}=\frac{3W}{4\lambda}.
\]

The Sharvin part therefore dominates for \(W\ll\lambda\). For the 10 nm contact with \(\lambda\approx38\) nm this ratio is already about 0.2, larger than the wall correction of about 3 per cent. The values near \(9\ \Omega\) found above are thus the ballistic part only, not the full room-temperature resistance.

### What the limit says about an interface

The limit belongs to the whole path between two reservoirs. If an interface transmits an average fraction \(\bar T\) of the modes, the two-terminal value with ballistic leads is \(r_S/\bar T\). Its excess over a perfect contact is

\[
\Delta r=r_S\left(\frac1{\bar T}-1\right).
\]

This excess vanishes for an imaginary plane drawn through perfect copper, where \(\bar T=1\), and is below \(r_S\) whenever \(\bar T>1/2\). An interface resistance below \(9\times10^{-12}\ \Omega\,\mathrm{cm}^2\), defined as such an excess, does not violate the limit. For the same reason, \(r_S\) must not be added once for every interface in a line.

### How far the spherical Fermi surface can be trusted

For a general band, fix \(\mathbf k_\parallel\) and count the points where the band crosses the Fermi energy with velocity towards the other reservoir. Each crossing is one mode. If the surface unit cell has area \(A_c\), the distinct values of \(\mathbf k_\parallel\) fill an area \((2\pi)^2/A_c\). Multiplying by their density per contact area, \(1/(2\pi)^2\), gives

\[
\frac NA=\frac{\langle\text{forward crossings}\rangle}{A_c},
\]

where the average runs over \(\mathbf k_\parallel\).

This number depends on shape. Take an ellipsoid with semi-axis \(k_3\) along the current and two equal transverse semi-axes \(k_1\). At fixed density \(k_1^2k_3=k_F^3\), so its projected area is \(\pi k_1^2=\pi k_F^3/k_3\). If \(k_3<k_F\), it offers more modes than the sphere and has a lower limit. The spherical result is thus a bound for the free-electron model and an estimate for real copper.

A nearest-neighbour fcc band with one electron per atom gives a sense of the sensitivity. Its Fermi surface is not spherical, but it is a model and not a computed band structure of copper. At the same lattice constant, the results are:

| Contact normal | Modes relative to sphere | \(r\) in \(10^{-12}\ \Omega\,\mathrm{cm}^2\) |
|---|---|---|
| (001) | 0.82 | 10.7 |
| (110) | 0.94 | 9.3 |
| (111) | 0.98 | 8.9 |

In this model all three directions have fewer modes than the sphere, and the specific resistance is higher by 2 to 23 per cent. In this model, Fermi-surface shape and direction thus move the result by more than 20 per cent. The size and the sign of these deviations belong to the model and should not be carried over to copper. For real copper the free-electron value should be read as an estimate of about \(10^{-11}\ \Omega\,\mathrm{cm}^2\); a more precise value needs a calculation of its Fermi surface. The numerical output below gives the values with their units.

## Calculated quantities

```
lattice constant, rough input: 3.6 angstrom
lattice constant: 6.8030 bohr
electron density: 0.012704 bohr^-3
Fermi wave number k_F: 0.7219 bohr^-1
Fermi energy: 0.2605 hartree = 7.09 eV
Fermi wavelength: 0.461 nm
modes per area: 14.81 nm^-2
h/(2e^2): 12906.4 ohm
one atomic unit of r: 1.15042e-13 ohm cm^2
Sharvin r_S, formula: 75.76 atomic units
Sharvin r_S, flux integral at 300 K: 75.76 atomic units
Sharvin r_S: 8.72e-12 ohm cm^2
r_S for a larger by 1 percent: 8.89e-12 ohm cm^2
contact width: 10 nm
contact resistance, area law: 8.72 ohm
modes, area law: 1480.8
modes removed by walls, perimeter term: 43.4
modes, explicit count: 1444
contact resistance, explicit count: 8.94 ohm
lattice wire, open modes: 10
lattice wire, clean total transmission: 10.000000
lattice wire, disordered mean of 20: 6.274
lattice wire, disordered largest of 20: 6.835
r_S/(rho lambda), from integrals: 1.3333
resistivity, rough input: 1.7 microohm cm
equivalent bulk length: 51 nm
mean free path implied: 38 nm
fcc model (001), modes relative to sphere: 0.816
fcc model (001), r: 1.07e-11 ohm cm^2
fcc model (110), modes relative to sphere: 0.937
fcc model (110), r: 9.30e-12 ohm cm^2
fcc model (111), modes relative to sphere: 0.979
fcc model (111), r: 8.90e-12 ohm cm^2
```
